\section*{Why Attraction Removes the Band-Edge Divergence in One-Dimensional Exciton Absorption}

\section{The decision: where is the gap?}

When the absorption of a semiconductor wire is calculated or fitted, one must decide whether the strong low-energy peak marks the band gap. Free electron--hole pairs in one dimension have a joint density of states proportional to $1/\sqrt{E}$, with $E$ measured from the gap, which suggests placing the gap at the peak. With the long-range electron--hole attraction included, the peak is the lowest exciton, the gap lies one binding energy higher, and the absorption at the gap is finite instead of divergent. In the example below the misplacement is 37 meV. A three-dimensional Sommerfeld enhancement would also correct the continuum in the wrong direction.

\section{Model and conventions}

Take two parabolic bands, a constant interband matrix element and zero total pair momentum, without exchange, broadening or further subbands. Scaled atomic units are used: $\hbar=\mu=e^2/\epsilon=1$, with $\mu$ the reduced mass and $\epsilon$ the dielectric constant. For $\mu$ in electron masses, the length unit is $\epsilon/\mu$ bohr and the energy unit $\mu/\epsilon^2$ hartree. With Loudon's cut-off potential the relative motion obeys
\begin{equation}
H=-\frac12\frac{d^2}{dz^2}+V(z),\qquad V(z)=-\frac{1}{|z|+a},\qquad a>0 .
\end{equation}
The absorption is proportional to the density of states at contact,
\begin{equation}
A(E)=\sum_n|\phi_n(0)|^2\,\delta(E-E_n),
\end{equation}
where the sum includes the continuum. Odd states vanish at $z=0$ and drop out. I call $|\phi_n(0)|^2$ the strength of a bound state.

Above the gap $E=k^2/2$. Free even states $\cos(kz)/\sqrt\pi$ are normalized to $\delta(k-k')$. Since $dk/dE=1/k$, they give $A_0=1/(\pi k)$, the divergence in question. With attraction, start the even solution with $\phi(0)=1$, $\phi'(0)=0$ and call its distant amplitude $R$. Normalization divides it by $R\sqrt\pi$, so
\begin{equation}
A=\frac{S}{\pi k},\qquad S(k)=\frac1{R^2}.
\end{equation}

\section{Why the Sommerfeld factor is below one}

For $z>0$ the wave equation is $\phi''=-p^2\phi$, with $p^2=k^2+2/(z+a)$ falling outward. Define $Q=\phi^2+\phi'^2/p^2$. Then
\begin{align}
Q'&=2\phi\phi'+\frac{2\phi'\phi''}{p^2}-\frac{\phi'^2(p^2)'}{p^4}
=-\frac{\phi'^2(p^2)'}{p^4}\ge0,
\end{align}
because the first two terms cancel. $Q$ starts at 1 and ends at $R^2$, since $p\to k$ far away. As $\phi'$ is not identically zero, $R^2>1$. Similarly, $P=\phi'^2+p^2\phi^2$ has
\begin{equation}
P'=2\phi'\phi''+2p^2\phi\phi'+(p^2)'\phi^2=(p^2)'\phi^2\le0 ,
\end{equation}
and falls from $k^2+2/a$ to $k^2R^2$. Together,
\begin{equation}
\frac{k^2}{k^2+2/a}<S(k)<1. \label{bounds}
\end{equation}

The classical picture is that the pair moves fastest at contact and spends least time there. The proof needs a potential that is deepest at contact and rises outward; attraction alone does not suffice. The displaced well $V=-0.3\exp[-(|z|-2.3)^2/0.25]$ gives $S=1.41$ at $k=1.02$.

The same argument explains the opposite behaviour in three dimensions. There the radial function $u=r\psi$ of an $s$ wave vanishes at contact, and $\psi(0)=u'(0)$. Starting with $u(0)=0$, $u'(0)=1$, $P$ falls from 1 to $k^2R^2$. The free solution $\sin(kr)/k$ has $k^2R^2=1$, so the enhancement of the squared slope is $1/(k^2R^2)>1$. For $a=10^{-6}$ and $k=1$, integration gives 6.29, in agreement with the three-dimensional factor $(2\pi/k)/(1-e^{-2\pi/k})$.

\section{The finite value at the gap}

Let $w$ be the solution for $z>0$ that decays (below the gap) or is outgoing (above it), and let $L=w'/w$ at $z=0^+$. The Green function defined by $(E-H)G=\delta(z)$ is $G=Cw(|z|)$. Integrating across $z=0$ gives $\frac12[G'(0^+)-G'(0^-)]=Cw'(0^+)=1$, hence $G(0)=1/L$. Since $A=-\operatorname{Im}G(0)/\pi$ for outgoing waves,
\begin{equation}
S=-k\operatorname{Im}\frac1L,\qquad |\phi_n(0)|^2=\left(\frac{dL}{dE}\right)^{-1}_{L=0}. \label{green}
\end{equation}
The second relation is the residue of $G$ at an even bound level.

At zero energy, with $x=z+a$, the equation is $w''+(2/x)w=0$. Set $s=\sqrt{8x}$, so that $ds/dx=4/s$, and try $w=sH_1(s)/\sqrt8$, where $H_m=J_m+iY_m$. From $(sH_1)'=sH_0$ and $H_0'=-H_1$,
\begin{equation}
w'=\sqrt2\,H_0,\qquad w''=-\frac{4\sqrt2}{s}H_1=-\frac{2}{x}\,w .
\end{equation}
This is the outgoing choice, since $H_1\sim e^{is}/\sqrt s$. It is also the limit of the outgoing waves at $k>0$: the relative change of wave number per unit phase is $|p'|/p^2=1/(x^2p^3)\le(8x)^{-1/2}$, small at large $x$ for every $k$, so the Coulomb tail causes no distant reflection as $k\to0$.

Now $1/L=sH_1/(4H_0)$ at $s=\sqrt{8a}$. The Wronskian $J_1Y_0-J_0Y_1=2/(\pi s)$ gives $\operatorname{Im}(H_1/H_0)=-2/(\pi s|H_0|^2)$, and therefore
\begin{equation}
A(0^+)=\frac{1}{2\pi^2\,[J_0^2(\sqrt{8a})+Y_0^2(\sqrt{8a})]},\qquad S\to\pi k\,A(0^+). \label{edge}
\end{equation}
The factor $S\propto k$ cancels the $1/k$ of the free density of states.

The bound series, approaching the gap from lower energies, joins this value. Write $E=-1/(2\nu^2)$. For large $\nu$ the state is semiclassical over most of its extent, $\phi^2\simeq(C^2/p)\cos^2\theta$ with $\theta$ the accumulated phase. Averaging $\cos^2\theta$ to $\frac12$ and counting both sides of $z=0$, normalization requires $C^2\int dx/p=1$. With $x=2\nu^2\sin^2\alpha$ one has $p=\cot\alpha/\nu$ and $\int dx/p=4\nu^3\int_0^{\pi/2}\sin^2\alpha\,d\alpha=\pi\nu^3$, so $C^2=1/(\pi\nu^3)$. A continuum state normalized per unit energy has squared amplitude $1/(\pi k)$, or $C^2=1/\pi$. Near contact both follow the same zero-energy solution, hence $\nu^3|\phi_n(0)|^2\to A(0^+)$. As $dE/d\nu=\nu^{-3}$ and successive levels differ by about one in $\nu$, this is the strength per unit energy. Once the levels are blurred together, no step marks the gap.

A potential of finite range behaves differently. Its zero-energy solution leaves the well as $\alpha+\beta z$, so for $\beta\ne0$, $R^2\to\beta^2/k^2$ and $S\propto k^2$: the absorption vanishes at the gap. If $\beta=0$, a level sits at threshold and the divergence survives.

\section{Where the missing strength goes}

The total strength of this model is infinite, because $\int dE/\sqrt E$ diverges at high energy. A share of the total therefore has no meaning, but the change caused by the attraction is finite. Compare the contact elements of $e^{-tH}$ with and without $V$:
\begin{equation}
K-K_0=\sum_{\rm bound}|\phi_n(0)|^2e^{-tE_n}-\int_0^\infty\frac{dk}{\pi}(1-S)e^{-tk^2/2},\qquad K_0=\frac1{\sqrt{2\pi t}} .
\end{equation}
In the path-integral form of $K$ each path carries the weight $\exp(-\int V\,d\tau)$, which lies between 1 and $e^{t/a}$. Hence $0\le K-K_0\le(e^{t/a}-1)K_0$, which vanishes like $\sqrt t$. By (\ref{bounds}), $1-S<(2/a)/(k^2+2/a)$ is integrable, so the limit $t\to0$ may be taken term by term:
\begin{equation}
\sum_{\rm bound}|\phi_n(0)|^2=\frac1\pi\int_0^\infty(1-S)\,dk . \label{sum}
\end{equation}
The bound states hold what the continuum has lost.

The loss has a long tail. At high $k$, put $\phi'^2\simeq k^2\sin^2kz$ and $p\simeq k$ into $Q'$ and average the sine: $R^2-1\simeq-(1/2k^2)\int_0^\infty(p^2)'dz=1/(ak^2)$. Thus $1-S\to1/(ak^2)$, and stopping the integral (\ref{sum}) at a large $k=K$ omits about $1/(\pi aK)$.

\section{Why the ground state takes nearly all of it}

In the variable $\rho=2x/\nu$ the wave equation is Whittaker's, $d^2w/d\rho^2=(\frac14-\nu/\rho)w$. For $\nu<1$ its decaying solution is, up to a constant,
\begin{equation}
w=e^{-\rho/2}\,\rho\int_0^\infty e^{-\rho t}\left(1+\frac1t\right)^{\nu}dt .
\end{equation}
For small $\rho$, split off $1+\nu/(1+t)$ from the power. These two terms contribute $1-\nu\rho(\ln\rho+\gamma)$ to first order in $\rho$, where $\gamma$ is Euler's constant. The remainder contributes $\rho c$. With $u=t/(1+t)$ and one integration by parts, taking $u/(1-u)$ as the antiderivative of $1/(1-u)^2$ so that the boundary terms vanish for $\nu<1$,
\begin{align}
c&=\int_0^1\frac{u^{-\nu}-1-\nu(1-u)}{(1-u)^2}\,du
=\nu\int_0^1\frac{u^{-\nu}-u}{1-u}\,du\nonumber\\
&=\nu\,[1-\gamma-\psi(1-\nu)],
\end{align}
by the integral for the digamma function $\psi$. Including $e^{-\rho/2}\simeq1-\rho/2$ and using $L=(2/\nu)\,d\ln w/d\rho$ at $\rho=2a/\nu$,
\begin{equation}
L\simeq-2\left[\ln\frac{2a}{\nu}+\frac1{2\nu}+\psi(1-\nu)+2\gamma\right]. \label{small}
\end{equation}
Analytic continuation in $\nu$ extends this to the excited states. Even levels are its zeros. With $dL/dE=\nu^3dL/d\nu$, (\ref{green}) gives
\begin{equation}
|\phi_n(0)|^2\simeq\frac{1}{\nu+2\nu^2+2\nu^3\psi'(1-\nu)} .
\end{equation}

As $a\to0$ the lowest zero has $1/(2\nu_0)\simeq\ln(1/a)$ to leading logarithm, and its strength grows as $1/\nu_0$. An excited level approaches an integer $n\ge1$, where $\psi(1-\nu)\simeq1/(\nu-n)$. Then $\nu-n\simeq1/\ln(1/a)$, $\psi'\simeq\ln^2a$, and the strength falls as $1/(2n^3\ln^2a)$. The excited share of the bound strength therefore vanishes as $1/\ln^3(1/a)$.

These leading-logarithm laws set in slowly ($2\nu_0\ln(1/a)$ is still 1.6 at $a=10^{-4}$), and the small-$a$ strength formula is not quantitative at $a=0.1$, where it gives 0.015 for the first excited even level instead of 0.023. The dominance is strongest for small cut-offs; it weakens to a share of 90\% at $a=1$ and 75\% at $a=10$. The trend is visible at moderate cut-offs. The ground-state share is 95.0\% at $a=0.3$, 97.5\% at $0.1$, 99.4\% at $0.01$ and 99.9\% at $10^{-4}$. At the last value the zero of (\ref{small}) is $\nu_0=0.0882$, against 0.0881 from the full Whittaker function.

\section{How large: a thin wire}

Take round parameters: $\mu=0.05$ electron masses, $\epsilon=10$, $a=0.1$. The length unit is $10/0.05=200$ bohr, or 10.58 nm, so the cut-off is 1.06 nm. The energy unit is $0.05/10^2=5\times10^{-4}$ hartree, or 13.61 meV.

The ground level is $E_0=-2.723$, a binding energy of $2.723\times13.61=37$ meV. Its strength is 1.247; the next even state has 0.023. The bound total is 1.279, so the ground state holds $1.247/1.279=97.5\%$. The integral in (\ref{sum}), evaluated independently, also gives 1.279.

\begin{center}
\begin{tabular}{rrrr}
$k$ & $S$ & $A$ & $A_0$\\
0.1 & 0.024 & 0.077 & 3.183\\
1 & 0.244 & 0.078 & 0.318\\
3 & 0.627 & 0.066 & 0.106\\
10 & 0.926 & 0.029 & 0.032
\end{tabular}
\end{center}

The continuum is nearly flat up to $k=1$, which is $0.5\times13.61=6.8$ meV above the gap, and its value agrees with $A(0^+)=0.077$ from (\ref{edge}).

In a finite spectral window the ground state's share is smaller. Up to one binding energy above the gap the continuum holds 0.206, where free pairs would have 0.743. The ground state then has $1.247/(1.279+0.206)=84\%$ of all strength below that energy. The window supplies $(0.743-0.206)/1.279=42\%$ of the missing strength; the other 58\% comes from higher energies. The numerical output gives further values and the comparisons with direct integration and diagonalization.

\section{What to do in practice}

\begin{itemize}
\item In an undoped, weakly excited wire, where free carriers do not screen the attraction, assign the dominant low-energy peak to the exciton, and obtain the gap by adding a calculated binding energy or from resolved excited levels. A $1/\sqrt E$ fit to the peak places the gap near the exciton energy, about one binding energy too low.
\item Calculate bound and continuum states with the same potential, and check them with (\ref{sum}), adding, for the potential used here, the tail $1/(\pi aK)$ if the integral stops at some $K$ well above both $1/a$ and $\sqrt{2/a}$.
\item If screening cuts off the Coulomb tail, do not use (\ref{edge}) at the gap. The bound $S<1$ survives as long as the potential still rises steadily outward from contact.
\item Check the length and energy scales. Here the ground-state wave function has the decay length $\nu_0=0.43$ units, or 4.5 nm, at large separation. The effective-mass picture requires this to be well above the lattice spacing, and the single-subband picture requires subband separations well above 37 meV. In a given material, $a\to0$ means shrinking the cut-off length; the decay length then tends to zero, and the limit of complete dominance lies outside the effective-mass regime. If instead the cut-off length is fixed and $\epsilon/\mu$ grows, $a$ also falls, but the decay length in nanometres increases. The single constant $\epsilon$ leaves out the dielectric contrast with the surroundings and the frequency dependence of lattice screening, both of which can change the binding energy.
\item Treat the high-energy part of (\ref{sum}) as a check on the model calculation. In a real wire, nonparabolic bands, further subbands and a varying matrix element alter the absorption there.
\end{itemize}

\section*{Computed results}
\begin{verbatim}
scaled units: hbar = reduced mass = e^2/eps = 1 (s.u.)
reduced mass = 0.05 m_e, dielectric constant = 10.0
energy unit = 13.6057 meV, length unit = 10.5835 nm
cut-off a = 0.1 s.u. = 1.0584 nm
even state 0: nu = 0.42852, E = -2.72292 s.u., strength = 1.24674 s.u.
even state 1: nu = 1.49352, E = -0.22416 s.u., strength = 0.02327 s.u.
even state 2: nu = 2.49784, E = -0.08014 s.u., strength = 0.00496 s.u.
grid check: E0 = -2.72284, E1 = -0.22415 s.u., strengths 1.24668, 0.02327 s.u.
ground-state binding energy = 37.05 meV
k = 0.5: S by integration = 0.12168, by formula = 0.12168
k = 1.0: S by integration = 0.24432, by formula = 0.24432
k = 3.0: S by integration = 0.62650, by formula = 0.62650
k = 0.1: E = 0.005, S = 0.02427, lower bound = 0.00050, A = 0.07727, free A = 3.18310 s.u.
k = 0.3: E = 0.045, S = 0.07288, lower bound = 0.00448, A = 0.07733, free A = 1.06103 s.u.
k = 1.0: E = 0.500, S = 0.24432, lower bound = 0.04762, A = 0.07777, free A = 0.31831 s.u.
k = 3.0: E = 4.500, S = 0.62650, lower bound = 0.31034, A = 0.06647, free A = 0.10610 s.u.
k = 10.0: E = 50.000, S = 0.92643, lower bound = 0.83333, A = 0.02949, free A = 0.03183 s.u.
edge absorption: formula = 0.07726, at k = 0.05: 0.07726, from even state 8: 0.07725 s.u.
a k^2 (1-S) at k = 100: 0.99367
total bound strength = 1.27915 s.u.
missing continuum strength = 1.27915 s.u.
ground-state share of bound strength = 97.47 %
window 0 < E < |E0|: continuum strength = 0.20649, free = 0.74282 s.u.
ground-state share of all strength below E = |E0|: 83.92 %
part of the missing strength that comes from this window: 41.93 %
displaced well -0.3 exp(-((|z|-2.3)/0.5)^2) s.u.: S(k=1.02) = 1.4115
slope factor of odd solution at k = 1: 3.5155
same for a = 1e-06: 6.2946; 3D Sommerfeld factor: 6.2949
a = 0.3: nu0 = 0.62977, E0 = -1.2607, strength = 0.7445, share = 95.048 %, edge A = 0.12792 s.u.
a = 0.1: nu0 = 0.42852, E0 = -2.7229, strength = 1.2467, share = 97.466 %, edge A = 0.07726 s.u.
a = 0.01: nu0 = 0.21705, E0 = -10.6134, strength = 3.0616, share = 99.383 %, edge A = 0.03017 s.u.
a = 0.0001: nu0 = 0.08815, E0 = -64.3522, strength = 9.4317, share = 99.929 %, edge A = 0.00781 s.u.
small-a condition at a = 0.0001: nu0 = 0.08822
\end{verbatim}
